# Spin-orbit integrals over Gaussians and London orbitals from electric-field integrals, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: field integrals and integration by parts

### Definitions and conventions

Hartree atomic units are used. A nucleus sits at $\mathbf K$, and $\mathbf r_K=\mathbf r-\mathbf K$ is the electron position relative to it, with length $r_K$. The orbital angular momentum about the nucleus is $\mathbf L_K=\mathbf r_K\times(-i\nabla)$. The paramagnetic spin-orbit operator is

$$\frac{\mathbf L_K}{r_K^3}=-i\,\mathbf g\times\nabla,\qquad \mathbf g=\frac{\mathbf r_K}{r_K^3}. \tag{1}$$

It arises from the vector potential $\alpha^2\,\mathbf m\times\mathbf r_K/r_K^3$ of a nuclear magnetic moment $\mathbf m$, where $\alpha$ is the fine-structure constant. This potential has zero divergence, so its coupling to the electron momentum $\mathbf p=-i\nabla$ is

$$\alpha^2\,\frac{(\mathbf m\times\mathbf r_K)\cdot\mathbf p}{r_K^3}=\alpha^2\,\mathbf m\cdot\frac{\mathbf L_K}{r_K^3}.$$

The factor $\alpha^2$ is left out of all matrix elements below.

The basis functions are real Cartesian Gaussians. A function $\chi_a$ with exponent $a$ and centre $\mathbf A$ is

$$\chi_a=x_A^{l}\,y_A^{m}\,z_A^{n}\,e^{-a r_A^2},\qquad \mathbf r_A=\mathbf r-\mathbf A,$$

and $\chi_b$ has exponent $b$ and centre $\mathbf B$. Normalization constants multiply the final integrals. Contracted functions and real solid harmonics are real linear combinations of these functions, so what is shown for the primitives carries over to them.

The matrix element is written

$$\langle a|\frac{\mathbf L_K}{r_K^3}|b\rangle=-i\,\mathbf T_{ab},\qquad \mathbf T_{ab}=\int\chi_a\,\mathbf g\times\nabla\chi_b\,d^3r. \tag{2}$$

Everything under the integral is real, so $\mathbf T_{ab}$ is real. The integral exists: near the nucleus the integrand is at most of order $1/r_K^2$, and the volume element supplies $r_K^2$. What has to be found is a closed expression for $\mathbf T_{ab}$ and a proof that $\mathbf T_{ba}=-\mathbf T_{ab}$.

### The electric-field integral

Define the potential and field integrals

$$V_{ab}=\int\frac{\chi_a\chi_b}{r_K}\,d^3r,\qquad \mathbf F(a,b)=\int\chi_a\chi_b\,\mathbf g\,d^3r .$$

No electron charge is included in either. They are related by $\mathbf F=\nabla_K V$. To see this in spite of the singularity, put $\mathbf r=\mathbf K+\mathbf s$ and $\rho=\chi_a\chi_b$. Then $V=\int\rho(\mathbf K+\mathbf s)/s\;d^3s$, and the derivative falls on the smooth function $\rho$:

$$\nabla_KV=\int\frac{\nabla_s\rho}{s}\,d^3s=-\int\rho\,\nabla_s\frac1s\,d^3s=\int\rho\,\frac{\mathbf s}{s^3}\,d^3s=\mathbf F. \tag{3}$$

In the integration by parts, a sphere of radius $\epsilon$ around the nucleus contributes a surface term of order $\epsilon^2\cdot\epsilon^{-1}$, which vanishes with $\epsilon$.

### Hermite expansion of the Gaussian product

Let $p=a+b$ and $\mathbf P=(a\mathbf A+b\mathbf B)/p$. Completing the square in one direction gives

$$a(x-A_x)^2+b(x-B_x)^2=p(x-P_x)^2+\frac{ab}{p}(A_x-B_x)^2 .$$

The product is therefore a polynomial times a Gaussian at $\mathbf P$. With $x_P=x-P_x$, the Hermite Gaussians $\Lambda_t=\partial_{P_x}^{\,t}e^{-p x_P^2}$ span such products. Because $\partial_{P_x}e^{-px_P^2}=2p\,x_Pe^{-px_P^2}$ and $\partial_{P_x}x_P=-1$, the product rule gives

$$\Lambda_{t+1}=\partial_{P_x}^{\,t}\left(2p\,x_Pe^{-px_P^2}\right)=2p\left(x_P\Lambda_t-t\Lambda_{t-1}\right),$$

so that

$$x_P\Lambda_t=\frac{1}{2p}\Lambda_{t+1}+t\Lambda_{t-1}. \tag{4}$$

Write the $x$ factor of the product, with powers $i$ and $j$, as $\sum_tE_t^{ij}\Lambda_t$. Raising $i$ by one multiplies it by $x_A=x_P+(P_x-A_x)$. Collecting the coefficient of $\Lambda_t$ with the help of (4) gives

$$E_t^{i+1,j}=\frac{E_{t-1}^{ij}}{2p}+(P_x-A_x)E_t^{ij}+(t+1)E_{t+1}^{ij}. \tag{5}$$

Raising $j$ gives the same rule with $P_x-B_x$. The start is $E_0^{00}=e^{-ab(A_x-B_x)^2/p}$, and coefficients with $t<0$ or $t>i+j$ are zero. The $y$ and $z$ factors are treated alike. The product of the three coefficients is denoted $E_{tuv}$.

### Coulomb integrals over Hermite Gaussians

The basic integral follows from $1/r_K=(2/\sqrt\pi)\int_0^\infty e^{-w^2r_K^2}dw$. With $\mathbf R=\mathbf P-\mathbf K$, the Gaussian integral over space gives

$$\int\frac{e^{-pr_P^2}}{r_K}d^3r=\frac{2}{\sqrt\pi}\int_0^\infty\left(\frac{\pi}{p+w^2}\right)^{3/2}\exp\left(-\frac{pw^2R^2}{p+w^2}\right)dw .$$

Substitute $\tau^2=w^2/(p+w^2)$. Then $p+w^2=p/(1-\tau^2)$ and $dw=\sqrt p\,(1-\tau^2)^{-3/2}d\tau$. The powers of $1-\tau^2$ cancel, leaving

$$\int\frac{e^{-pr_P^2}}{r_K}d^3r=\frac{2\pi}{p}F_0(pR^2),\qquad F_n(\zeta)=\int_0^1\tau^{2n}e^{-\zeta\tau^2}d\tau. \tag{6}$$

The derivatives that define a Hermite Gaussian can be taken outside the integral. They act on (6) as a function of $\mathbf P$, with the coefficients $E_{tuv}$ held fixed. Hence

$$V_{ab}=\frac{2\pi}{p}\sum_{tuv}E_{tuv}R_{tuv},\qquad R_{tuv}=\partial_{P_x}^{\,t}\partial_{P_y}^{\,u}\partial_{P_z}^{\,v}F_0(pR^2). \tag{7}$$

To generate these derivatives, define $R^n_{000}=(-2p)^nF_n(pR^2)$. From $F_n'=-F_{n+1}$,

$$\partial_{P_x}R^n_{000}=(-2p)^n(-F_{n+1})\,2pR_x=R_x\,R^{n+1}_{000}.$$

Applying $t$ further $x$ derivatives, together with the $y$ and $z$ derivatives, the factor $R_x$ can be differentiated at most once:

$$R^n_{t+1,u,v}=R_x\,R^{n+1}_{tuv}+t\,R^{n+1}_{t-1,u,v}. \tag{8}$$

The integrals in (7) are those with $n=0$.

The coefficients $E_{tuv}$ do not depend on $\mathbf K$, while $R_{tuv}$ depends on $\mathbf P-\mathbf K$. A derivative with respect to $K_x$ is thus minus one with respect to $P_x$, and (3) becomes

$$F_x(a,b)=-\frac{2\pi}{p}\sum_{tuv}E_{tuv}R_{t+1,u,v}, \tag{9}$$

with the second or third index raised for $F_y$ or $F_z$. The minus sign has a simple meaning: $\mathbf g$ points away from the nucleus, and for a single spherical Gaussian $-R_{100}=2pF_1R_x$ has the sign of $R_x$.

### From the field to the spin-orbit integral

The $x$ component of (2) is

$$T_x=\int\chi_a\,(g_y\partial_z-g_z\partial_y)\chi_b\,d^3r=F_y(a,\partial_zb)-F_z(a,\partial_yb), \tag{10}$$

and the others follow by cyclic permutation. A differentiated Gaussian is again a sum of Gaussians, because

$$\partial_x\left(x_B^{\,j}e^{-bx_B^2}\right)=\left(j\,x_B^{\,j-1}-2b\,x_B^{\,j+1}\right)e^{-bx_B^2}.$$

In the Hermite expansion this replaces $E_t^{ij}$ by

$$D_t^{ij}=j\,E_t^{i,j-1}-2b\,E_t^{i,j+1}.$$

Marking the Cartesian direction by a superscript, the working formula is

$$T_x=-\frac{2\pi}{p}\sum_{tuv}E^x_t\left(E^y_uD^z_vR_{t,u+1,v}-D^y_uE^z_vR_{t,u,v+1}\right). \tag{11}$$

If the two functions have total Cartesian powers $\ell_a$ and $\ell_b$, each of the two terms in (11) contains Hermite integrals up to order $\ell_a+\ell_b+2$. One order comes from the ket derivative and one from the field. The highest order cancels in the difference. By (5), the last coefficient of a differentiated factor is $D_{i+j+1}^{ij}=-2b\,E_{i+j+1}^{i,j+1}=-(b/p)E_{i+j}^{ij}$, so both terms contain the same highest Hermite integral with the same coefficient. Integrals up to order $\ell_a+\ell_b+1$ are therefore sufficient once the terms are combined.

### Proof of antisymmetry

Take the integrals outside a sphere of radius $\epsilon$ around the nucleus. With the Levi-Civita symbol and summation over repeated indices, the sum of the two orders is

$$T_{ab,i}+T_{ba,i}=\varepsilon_{ijk}\int_{r_K>\epsilon}g_j\,\partial_k(\chi_a\chi_b)\,d^3r .$$

Integration by parts gives

$$\varepsilon_{ijk}\oint\chi_a\chi_b\,g_jn_k\,dS-\varepsilon_{ijk}\int_{r_K>\epsilon}\chi_a\chi_b\,\partial_kg_j\,d^3r. \tag{12}$$

The surface at infinity contributes nothing because Gaussians decay. On the small sphere the normal leaving the integration region is $\mathbf n=-\mathbf r_K/\epsilon$, so the surface integrand contains $\mathbf r_K\times\mathbf r_K=0$. In the volume term,

$$\partial_kg_j=\frac{\delta_{jk}}{r_K^3}-\frac{3\,r_{K,j}\,r_{K,k}}{r_K^5}$$

is symmetric in $j$ and $k$ and is removed by $\varepsilon_{ijk}$. Both terms vanish for every $\epsilon$, and hence in the limit $\epsilon\to0$:

$$\mathbf T_{ba}=-\mathbf T_{ab}. \tag{13}$$

The operator matrix $M_{ab}=-iT_{ab}$, taken for each component, is then imaginary and Hermitian, since $M_{ba}^*=iT_{ba}=-iT_{ab}=M_{ab}$.

The two terms of (10) are not antisymmetric separately. For $j\neq k$, the sum $F_j(a,\partial_kb)+F_j(b,\partial_ka)$ equals the expression (12) without the Levi-Civita symbol. There $g_jn_k$ and $\partial_kg_j$ are symmetric in $j$ and $k$. The term with $j$ and $k$ exchanged has the same sum, and the difference removes it.

The proof also shows where the statement would fail. If the angular momentum were taken about another point $\mathbf O$ while the denominator stayed $r_K^3$, then $\mathbf r_O=\mathbf r_K+(\mathbf K-\mathbf O)$ would replace $\mathbf r_K$ in the numerator. The added piece behaves as $1/r_K^3$ at the nucleus, where the integral generally diverges logarithmically, and its curl is not zero.

### Meaning of the vanishing diagonal

Equation (13) gives $\mathbf T_{aa}=0$. The same holds for any real orbital $\sum_ac_a\chi_a$, because $\sum_{ab}c_ac_b\mathbf T_{ab}=0$. A real orbital carries no current that could produce an orbital magnetic field at the nucleus.

Complex combinations behave differently. Take normalized $p_x$ and $p_y$ functions at the nucleus with equal exponents $a$. The operator $x\partial_y-y\partial_x$ does not act on the radial factor and turns $y$ into $x$. Therefore

$$T_z(p_x,p_y)=\int\frac{p_x^2}{r^3}d^3r=\frac{\int_0^\infty r\,e^{-2ar^2}dr}{\int_0^\infty r^4e^{-2ar^2}dr}=\frac{1/(4a)}{3\sqrt\pi/[8(2a)^{5/2}]}=\frac{4(2a)^{3/2}}{3\sqrt\pi}.$$

For $a=1$ bohr$^{-2}$ this is $2.1277$ bohr$^{-3}$. In the complex orbital $(p_x+ip_y)/\sqrt2$ the expectation value is

$$\tfrac12\left[i(-iT_z)+(-i)(iT_z)\right]=T_z .$$

It is not zero. The real basis is thus an essential assumption for an imaginary antisymmetric matrix.

### Two s functions followed through the formulas

Let $a=0.8$ and $b=0.5$ bohr$^{-2}$, $\mathbf A=(1,0,0)$, $\mathbf B=(0,1.5,0)$ and $\mathbf K=0$, with lengths in bohr. Then $p=1.3$ bohr$^{-2}$ and $\mathbf P=(0.61538,0.57692,0)$ bohr. The exponential factor of the product is $S=0.36788$, and the two normalization constants multiply to $N=0.25548$ bohr$^{-3}$.

The Boys argument is $1.3\,(0.61538^2+0.57692^2)=0.925$, with $F_1=0.19718$ and $F_2=0.10542$. Equation (8) gives

$$R_{100}=-2pF_1P_x=-0.31549,\quad R_{010}=-2pF_1P_y=-0.29578,\quad R_{110}=4p^2F_2P_xP_y=0.25300,$$

the first two in bohr$^{-1}$ and the last in bohr$^{-2}$.

The derivative $\partial_y\chi_b=-2b\,y_B\chi_b$ has the Hermite coefficients $-2bS(P_y-B_y)$ and $-2bS/(2p)$. Its minus sign cancels the one in (9):

$$F_x(a,\partial_yb)=\frac{2\pi}{p}\,2b\,NS\left[(P_y-B_y)R_{100}+\frac{R_{110}}{2p}\right].$$

The prefactor is $0.45426$ and the bracket is $0.29122+0.09731=0.38853$, which gives $0.17650$ bohr$^{-3}$. For $F_y(a,\partial_xb)$ the bracket is $(P_x-B_x)R_{010}+R_{110}/(2p)=-0.18202+0.09731=-0.08471$, giving $-0.03848$ bohr$^{-3}$. Therefore

$$T_z(a,b)=F_x(a,\partial_yb)-F_y(a,\partial_xb)=0.17650+0.03848=0.21498\ \text{bohr}^{-3}.$$

In the reverse order the terms are $-0.06157$ and $0.15341$, with the difference $-0.21498$ bohr$^{-3}$. Adding the two orders gives $0.11493$ for the $F_x$ terms and $0.11493$ for the $F_y$ terms. This is the common symmetric part that cancels in $T_z$.

## Second derivation: translation invariance, and London orbitals

### Symbols and results carried over

The Gaussians $\chi_a$ and $\chi_b$ have exponents $a,b$ and centres $\mathbf A,\mathbf B$. The nucleus is at $\mathbf K$, with $\mathbf r_K=\mathbf r-\mathbf K$ and $\mathbf g=\mathbf r_K/r_K^3$. Further, $p=a+b$, $\mathbf P=(a\mathbf A+b\mathbf B)/p$ and $\mathbf R=\mathbf P-\mathbf K$. The potential integral is $V_{ab}=\langle a|1/r_K|b\rangle$, the field integral is $\mathbf F=\nabla_KV$, and the spin-orbit matrix is $-i\mathbf T_{ab}$ with $\mathbf T_{ab}=\int\chi_a\mathbf g\times\nabla\chi_b\,d^3r$. The first derivation expressed $\mathbf T_{ab}$ through field integrals and proved $\mathbf T_{ba}=-\mathbf T_{ab}$ by integration by parts. The Boys functions satisfy $F_n'=-F_{n+1}$.

### Derivatives with respect to centres

A Gaussian depends on $\mathbf r-\mathbf B$, so $\nabla\chi_b=-\nabla_B\chi_b$. Also $\mathbf g=\nabla_K(1/r_K)$. Both derivatives can be taken outside the integral, by the argument used for the field integral:

$$\mathbf T_{ab}=\nabla_K\times\int\frac{\chi_a\nabla\chi_b}{r_K}d^3r=-\nabla_K\times\nabla_BV_{ab}. \tag{14}$$

Here $\nabla_K\times\nabla_B$ denotes the vector operator with components $\varepsilon_{ijk}\partial_{K_j}\partial_{B_k}$, and $V_{ab}$ is a scalar function of three centres.

Moving all three centres by the same vector leaves $V_{ab}$ unchanged, because the integration variable can be moved along with them. For an infinitesimal displacement this says

$$(\nabla_A+\nabla_B+\nabla_K)V_{ab}=0. \tag{15}$$

The relation remains true after a derivative with respect to $\mathbf B$. Replacing $-\nabla_K$ in (14) by $\nabla_A+\nabla_B$ gives

$$\mathbf T_{ab}=(\nabla_A+\nabla_B)\times\nabla_BV_{ab}=\nabla_A\times\nabla_BV_{ab}. \tag{16}$$

The term $\nabla_B\times\nabla_B$ vanishes because mixed partial derivatives of the smooth function $V_{ab}$ commute. The two remaining derivatives each give a minus sign when they are moved back to the electron coordinate, and these signs cancel:

$$\mathbf T_{ab}=\int\frac{\nabla\chi_a\times\nabla\chi_b}{r_K}\,d^3r. \tag{17}$$

Exchanging $a$ and $b$ reverses the cross product and changes nothing else. Antisymmetry is visible in the integrand.

Equation (17) also gives a second working formula,

$$T_x=\langle\partial_ya|\frac1{r_K}|\partial_zb\rangle-\langle\partial_za|\frac1{r_K}|\partial_yb\rangle .$$

It needs potential integrals with both functions differentiated. Each term again contains Hermite orders up to $\ell_a+\ell_b+2$, where $\ell_a$ and $\ell_b$ are the total Cartesian powers. In the field formula one of these orders comes from the nuclear derivative; here it comes from the bra derivative. The highest order cancels in the difference here too: differentiating the bra factor in one direction and the ket factor in the other multiplies the leading coefficient by $(-a/p)(-b/p)$ in both terms.

The spin-orbit integral has now been expressed through field integrals and through potential integrals, and its antisymmetry for real Gaussians has been shown by integration by parts and by translation invariance. What remains is the closed form for two s functions, the extension to London orbitals in a finite field, the ammonia example, and a comparison of what each derivation assumes.

Numerical values quoted here were computed with a short program.
